# Sticking probability from the film profile in a deep circular hole: a numerical check

```python
"""
Result under test: in a circular hole of aspect ratio A = depth/diameter with
an inert bottom, free molecular flight and sticking probability s on the side
wall, the side-wall film at the foot is C = 1/cosh(phi) times that at the mouth,
with phi^2 = 3 s A^2. Hence s = arccosh(1/C)^2 / (3 A^2).
Symbols: d diameter, L depth, vbar mean molecular speed, D = d vbar/3 the
Knudsen diffusivity. Lengths in the free-flight model are in units of d.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve, solve_banded, toeplitz
from scipy.optimize import brentq

# Inputs: rough round values for low-pressure deposition in a deep memory hole
d = 100e-9
L = 5000e-9
aspect = L / d
coverage = 0.90
temperature = 600.0
pressure = const.torr
mass = 100 * const.atomic_mass
collision_diameter = 0.5e-9
film = 5e-9
volume_per_molecule = 0.03e-27
kT = const.k * temperature
vbar = np.sqrt(8 * kT / (np.pi * mass))
D = d * vbar / 3


def sticking(c, a):
    return np.arccosh(1 / c) ** 2 / (3 * a ** 2)


s = sticking(coverage, aspect)
phi = np.sqrt(3 * s) * aspect

# Wall impingement and mean speed from the Maxwell distribution
one_way = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, np.inf)[0]
speed = quad(lambda u: 4*np.pi*u**3 * np.exp(-u*u/2) / (2*np.pi)**1.5,
             0, np.inf)[0]
assert abs(one_way / (speed / 4) - 1) < 1e-7
assert abs(speed * np.sqrt(kT / mass) / vbar - 1) < 1e-7

# Flights from a cylinder wall: quadrature over polar angle from the normal
# and azimuth; the integrable corner singularity limits the accuracy.
m = 2000
angle = (np.arange(m) + 0.5) * np.pi / (2 * m)
theta, chi = angle[:, None], angle[None, :]
chord = np.cos(theta) / (np.cos(theta)**2 + (np.sin(theta)*np.cos(chi))**2)
weight = 4 / np.pi * np.cos(theta) * np.sin(theta) * (np.pi / (2*m))**2
mean_chord = np.sum(weight * chord)
mean_square = np.sum(weight * (chord * np.sin(theta) * np.sin(chi))**2)
assert abs(mean_chord - 1) < 5e-3
assert abs(mean_square / (2/3) - 1) < 5e-3
D_flights = mean_square * d * vbar / (2 * mean_chord)
assert abs(D_flights / D - 1) < 1e-2


def slice_balance(diameter, stick, reactive_floor=False):
    """Density in slices of the hole, relative to the density at the mouth."""
    n = len(diameter)
    dz = L / n
    g = vbar * np.pi * diameter**3 / (12 * dz)
    link = 2 * g[:-1] * g[1:] / (g[:-1] + g[1:])
    diagonal = stick * vbar / 4 * np.pi * diameter * dz
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[0] += 2 * g[0]
    if reactive_floor:
        diagonal[-1] += stick * vbar / 4 * np.pi * diameter[-1]**2 / 4
    bands = np.zeros((3, n))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.zeros(n)
    source[0] = 2 * g[0]
    return solve_banded((1, 1), bands, source)


cells = 800
straight = np.full(cells, d)
depth = (np.arange(cells) + 0.5) / cells
profile = slice_balance(straight, s)
formula_profile = np.cosh(phi * (1 - depth)) / np.cosh(phi)
assert np.max(abs(profile - formula_profile)) < 2e-5
assert abs(profile[-1] - coverage) < 2e-5


def floor_coverage(stick):
    p = np.sqrt(3 * stick) * aspect
    return 1 / (np.cosh(p) + p / (4 * aspect) * np.sinh(p))


floor_numeric = slice_balance(straight, s, True)[-1]
assert abs(floor_numeric - floor_coverage(s)) < 2e-5
assert profile[-1] - floor_numeric > 5e-4
s_floor = brentq(lambda x: floor_coverage(x) - coverage, 1e-6, 1e-3)


def disc_view(h):
    """View factor between equal coaxial discs h diameters apart."""
    return 1 / (np.sqrt(1 + h*h) + h)**2


def disc_view_quadrature(h):
    def integrand(t):
        x = min(h * np.tan(t), 1.0)
        overlap = 2 / np.pi * (np.arccos(x) - x * np.sqrt(1 - x*x))
        return 2 * np.sin(t) * np.cos(t) * overlap
    return quad(integrand, 0, np.arctan(1 / h))[0]


for h in (0.2, 1.0, 5.0):
    assert abs(disc_view_quadrature(h) / disc_view(h) - 1) < 1e-5


def free_flight(a, stick, step):
    """Wall impingement relative to the flat surface, without diffusion.
    The inert floor re-emits diffusely and uniformly."""
    n = int(round(a / step))
    G = disc_view(np.arange(n + 1) * step)
    row = np.empty(n)
    row[0] = 1 - (1 - G[1]) / (2 * step)
    row[1:] = (G[:n-1] - 2*G[1:n] + G[2:n+1]) / (4 * step)
    to_mouth = (G[:-1] - G[1:]) / (4 * step)
    to_floor = to_mouth[::-1]
    exchange = toeplitz(row) + np.outer(to_floor, 4 * step * to_floor)
    return solve(np.eye(n) - (1 - stick) * exchange,
                 to_mouth + to_floor * G[-1])


def infer_free(a, step, flat_reference):
    def miss(stick):
        q = free_flight(a, stick, step)
        return q[-1] / (1.0 if flat_reference else q[0]) - coverage
    guess = sticking(coverage, a)
    return brentq(miss, 0.5 * guess, 1.5 * guess, xtol=1e-10)


flux = free_flight(aspect, s, 0.05)
s_free_mouth = infer_free(aspect, 0.05, False)
s_free_flat = infer_free(aspect, 0.05, True)
assert abs(s_free_mouth / s - 1) < 0.10
assert abs(s_free_flat / s - 1) < 0.10
end_error = []
for a in (25, 50, 100):
    inferred = infer_free(a, 0.1, True)
    end_error.append(inferred / sticking(coverage, a) - 1)
    if a == 50:
        assert abs(inferred / s_free_flat - 1) < 0.01
assert abs(end_error[0]) > abs(end_error[1]) > abs(end_error[2])
for value in (s, s_free_mouth, s_free_flat):
    assert 2.5e-5 < value < 3.5e-5

# Fraction of entering molecules that react
capture = 4 * aspect * s * np.tanh(phi) / phi
capture_free = 4 * 0.05 * s * np.sum(flux)
assert abs(capture_free / capture - 1) < 0.02


# Narrowing: grow the film in time and let the local diameter shrink
def grown_coverage(stick, steps=60):
    thickness = np.zeros(300)
    for _ in range(steps):
        density = slice_balance(d - 2 * thickness, stick)
        thickness += film / steps * density
    return thickness[-1] / thickness[0]


s_narrow = brentq(lambda x: grown_coverage(x) - coverage, 1e-5, 6e-5)
s_narrow_estimate = s * (1 - 2 * film / d)
assert abs(s_narrow / s_narrow_estimate - 1) < 0.03

s_first = 2 * (1 - coverage) / (3 * aspect**2)
assert abs(sticking(0.999, aspect) / (2*0.001/(3*aspect**2)) - 1) < 2e-3
free_path = kT / (np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
impingement = pressure / np.sqrt(2 * np.pi * mass * kT)
growth_rate = s * impingement * volume_per_molecule
growth_time = film / growth_rate
fill_time = L**2 / D
assert free_path > 100 * d and fill_time < 1e-3 * growth_time

print(f"hole diameter: {d*1e9:.0f} nm")
print(f"hole depth: {L*1e9:.0f} nm")
print(f"aspect ratio: {aspect:.0f}")
print(f"coverage at foot, relative to mouth: {coverage:.2f}")
print(f"temperature: {temperature:.0f} K")
print(f"precursor pressure: {pressure/const.torr:.1f} Torr")
print(f"molecular mass: {mass/const.atomic_mass:.0f} u")
print(f"collision diameter: {collision_diameter*1e9:.1f} nm")
print(f"film thickness at mouth: {film*1e9:.1f} nm")
print(f"film volume per molecule: {volume_per_molecule*1e27:.2f} nm^3")
print(f"mean square axial flight / d^2, quadrature: {mean_square:.4f}")
print(f"mean chord / d, quadrature: {mean_chord:.4f}")
print(f"mean speed: {vbar:.1f} m/s")
print(f"Knudsen diffusivity: {D*1e4:.4f} cm^2/s")
print(f"1/C: {1/coverage:.5f}")
print(f"phi: {phi:.5f}")
print(f"phi squared: {phi**2:.5f}")
print(f"sticking probability, diffusion: {s:.3e}")
print(f"sticking probability, small-loss estimate: {s_first:.3e}")
print(f"sticking probability if C = 0.89: {sticking(0.89, aspect):.3e}")
print(f"sticking probability if C = 0.91: {sticking(0.91, aspect):.3e}")
print(f"coverage at half depth, formula: "
      f"{np.cosh(phi/2)/np.cosh(phi):.4f}")
print(f"coverage at foot, slice balance: {profile[-1]:.5f}")
print(f"coverage at foot, reactive floor, same s: {floor_numeric:.5f}")
print(f"sticking probability, reactive floor: {s_floor:.3e}")
print(f"reaction probability per entry, diffusion: {capture:.5f}")
print(f"reaction probability per entry, free flight: {capture_free:.5f}")
print(f"free flight, same s: mouth wall / flat: {flux[0]:.5f}")
print(f"free flight, same s: foot wall / flat: {flux[-1]:.5f}")
print(f"free flight, same s: foot / mouth: {flux[-1]/flux[0]:.5f}")
print(f"sticking, free flight, mouth reference: {s_free_mouth:.3e}")
print(f"sticking, free flight, flat reference: {s_free_flat:.3e}")
for a, error in zip((25, 50, 100), end_error):
    print(f"free-flight change of s, flat ref., A={a}: {100*error:.2f} %")
print(f"sticking with narrowing, time-stepped: {s_narrow:.3e}")
print(f"sticking with narrowing, estimate: {s_narrow_estimate:.3e}")
print(f"change of s by narrowing: {100*(s_narrow/s-1):.1f} %")
print(f"gas mean free path: {free_path*1e9:.0f} nm")
print(f"gas-collision reduction of D, about: {100*d/free_path:.2f} %")
print(f"growth rate at mouth: {growth_rate*1e9:.2f} nm/s")
print(f"growth time: {growth_time:.2f} s")
print(f"diffusion time L^2/D: {fill_time*1e6:.2f} microseconds")
print("all assertions hold")
```

Printed output:

```
hole diameter: 100 nm
hole depth: 5000 nm
aspect ratio: 50
coverage at foot, relative to mouth: 0.90
temperature: 600 K
precursor pressure: 1.0 Torr
molecular mass: 100 u
collision diameter: 0.5 nm
film thickness at mouth: 5.0 nm
film volume per molecule: 0.03 nm^3
mean square axial flight / d^2, quadrature: 0.6664
mean chord / d, quadrature: 1.0000
mean speed: 356.4 m/s
Knudsen diffusivity: 0.1188 cm^2/s
1/C: 1.11111
phi: 0.46715
phi squared: 0.21822
sticking probability, diffusion: 2.910e-05
sticking probability, small-loss estimate: 2.667e-05
sticking probability if C = 0.89: 3.230e-05
sticking probability if C = 0.91: 2.595e-05
coverage at half depth, formula: 0.9247
coverage at foot, slice balance: 0.90000
coverage at foot, reactive floor, same s: 0.89909
sticking probability, reactive floor: 2.881e-05
reaction probability per entry, diffusion: 0.00543
reaction probability per entry, free flight: 0.00540
free flight, same s: mouth wall / flat: 0.99750
free flight, same s: foot wall / flat: 0.89506
free flight, same s: foot / mouth: 0.89730
sticking, free flight, mouth reference: 2.826e-05
sticking, free flight, flat reference: 2.760e-05
free-flight change of s, flat ref., A=25: -8.89 %
free-flight change of s, flat ref., A=50: -4.97 %
free-flight change of s, flat ref., A=100: -2.66 %
sticking with narrowing, time-stepped: 2.642e-05
sticking with narrowing, estimate: 2.619e-05
change of s by narrowing: -9.2 %
gas mean free path: 55941 nm
gas-collision reduction of D, about: 0.18 %
growth rate at mouth: 1.25 nm/s
growth time: 3.99 s
diffusion time L^2/D: 2.10 microseconds
all assertions hold
```
